# High-Spin Ligand-Field Stabilisation in an Octahedron, d0 to d10

## Problem

A metal ion with $N$ electrons in its 3d shell sits at the centre of a regular octahedron of six equal ligands, as the metal does, to a first approximation, in many oxygen-bonded chelates used as precursors. The ligands raise two of the five d orbitals, the $e_g$ pair, above the other three, the $t_{2g}$ triplet, by an energy $\Delta>0$.

Define the stabilisation $S(N)$ as the drop in the lowest level of maximum spin when the cubic part of the ligand field is switched on. The spherical part, which shifts all five orbitals alike, is left out. A positive $S$ means a lower energy.

(a) Treat the ligands as point charges. Find the shifts of the two sets of orbitals from their common mean.

(b) Neglect the repulsion between d electrons. Find $S(N)$ for $N=0$ to $10$ and locate its maxima when $\Delta$ is the same for every $N$. How unequal may the splittings become before a maximum is lost?

(c) Restore the repulsion. Which values of $S$ change, and do the maxima survive?

(d) Evaluate $S$ for $\Delta=1.10$ eV, with Racah repulsion parameters $B=0.11$ eV and $C=0.50$ eV. Assess the high-spin assumption, spin–orbit coupling and distortion of the octahedron.

Atomic units are used in the algebra.

## Solution

### (a) The orbital shifts

Put ligands of charge $-Z$ at distance $a$ along $\pm x$, $\pm y$ and $\pm z$. An electron at $\mathbf r=r\mathbf n$, with $r<a$, is repelled by each of them, so its potential energy is

$$V=\sum_{i=1}^{6}\frac{Z}{|\mathbf r-\mathbf R_i|}
=Z\sum_{l}\frac{r^l}{a^{l+1}}\sum_{i=1}^{6}P_l(\cos\gamma_i),$$

where $\gamma_i$ is the angle between $\mathbf r$ and $\mathbf R_i$. Odd $l$ cancel between opposite ligands. Terms with $l\ge6$ have no matrix elements between d orbitals, because a product of two $l=2$ functions contains no harmonic above $l=4$. That leaves $l=0,2,4$.

The $l=0$ term is $6Z/a$. For $l=2$, with $n_x^2+n_y^2+n_z^2=1$,

$$\sum_iP_2=2\cdot\tfrac12\left[3(n_x^2+n_y^2+n_z^2)-3\right]=0.$$

For $l=4$, $P_4(c)=(35c^4-30c^2+3)/8$. Writing $Q=n_x^4+n_y^4+n_z^4$,

$$\sum_iP_4=\tfrac28\,(35Q-30+9)=\tfrac{35}{4}\left(Q-\tfrac35\right).$$

Within the d shell, therefore,

$$V=\frac{6Z}{a}+\frac{35Zr^4}{4a^5}\left(Q-\frac35\right).$$

The angular integrals need averages over the unit sphere. In a three-dimensional Gaussian distribution of unit variance the mean of $x^{2p}y^{2q}z^{2s}$ is $(2p-1)!!\,(2q-1)!!\,(2s-1)!!$, and the mean of $r^{2k}$ is $(2k+1)!!$. Radius and direction are independent, so with $k=p+q+s$

$$\langle n_x^{2p}n_y^{2q}n_z^{2s}\rangle=\frac{(2p-1)!!\,(2q-1)!!\,(2s-1)!!}{(2k+1)!!}.$$

The density of $d_{xy}$ is proportional to $n_x^2n_y^2$, whose mean is $1/15$. Hence

$$\langle Q\rangle_{xy}=15\,\langle n_x^6n_y^2+n_x^2n_y^6+n_x^2n_y^2n_z^4\rangle
=15\cdot\frac{15+15+3}{945}=\frac{11}{21}.$$

Since $11/21-3/5=-8/105$, the shift is

$$\varepsilon_t=\frac{35}{4}\left(-\frac{8}{105}\right)\frac{Z\langle r^4\rangle}{a^5}=-\frac23\,\frac{Z\langle r^4\rangle}{a^5}.$$

Permuting the axes gives the same value for $d_{yz}$ and $d_{zx}$. All off-diagonal elements vanish: the integrand is odd in some coordinate or, for $d_{z^2}$ with $d_{x^2-y^2}$, changes sign when $x$ and $y$ are exchanged. These last two orbitals are degenerate. A rotation by $120^\circ$ about the (111) direction leaves $V$ unchanged and turns $d_{z^2}$ into a mixture with weights $\tfrac14$ and $\tfrac34$, so $\varepsilon_{z^2}=\tfrac14\varepsilon_{z^2}+\tfrac34\varepsilon_{x^2-y^2}$, and the two energies are equal.

The five d densities add up to a sphere, and over a sphere $\langle Q\rangle=3\cdot\tfrac{3}{15}=\tfrac35$. The shifts therefore sum to zero:

$$3\varepsilon_t+2\varepsilon_e=0,\qquad \varepsilon_e=+\frac{Z\langle r^4\rangle}{a^5}.$$

With $\Delta=\varepsilon_e-\varepsilon_t$,

$$\boxed{\Delta=\frac53\,\frac{Z\langle r^4\rangle}{a^5},\qquad \varepsilon_t=-0.4\,\Delta,\qquad \varepsilon_e=+0.6\,\Delta}$$

The $e_g$ orbitals point at the ligands and are repelled more. The factors 0.4 and 0.6 reflect the numbers of orbitals, three and two, and the choice of their mean as zero. They do not depend on the size of $\Delta$.

The size itself is poorly served by this model. For $Z=1$, $a=2.05$ angstrom and an electron on a shell of radius 0.80 angstrom, the common shift $6Z/a$ is 42.1 eV, and

$$\Delta=\frac{5}{18}\left(\frac{0.80}{2.05}\right)^4\times42.1\ \text{eV}=0.27\ \text{eV},$$

a quarter of the value in part (d). The radius is generous: a Hartree–Fock 3d shell of Ni$^{2+}$ has $\langle r^4\rangle\approx3.2$ atomic units, an effective radius of 0.71 angstrom, which gives 0.17 eV for $Z=1$ and 0.33 eV for $Z=2$. From here on $\Delta$ is a parameter, which may also contain the effect of covalent bonding.

### (b) Counting electrons

Without repulsion, the cubic energy is the sum of the orbital shifts. For $t$ electrons in $t_{2g}$ and $e$ in $e_g$,

$$S_0=-(t\varepsilon_t+e\varepsilon_e)=(0.4\,t-0.6\,e)\,\Delta .$$

Maximum spin requires the first five electrons to have parallel spins, so by the Pauli principle each takes a different orbital. The lowest arrangement fills the three $t_{2g}$ orbitals first and then the two $e_g$ orbitals. At $N=5$ the sum is $3(0.4)-2(0.6)=0$. The next five electrons have the opposite spin and repeat the sequence on top of this zero.

| $N$ | electrons beyond a filled half shell | $S_0/\Delta$ |
|---|---|---|
| 0, 5 | none | 0 |
| 1, 6 | $t_{2g}^1$ | 0.4 |
| 2, 7 | $t_{2g}^2$ | 0.8 |
| 3, 8 | $t_{2g}^3$ | 1.2 |
| 4, 9 | $t_{2g}^3e_g^1$ | 0.6 |
| 5, 10 | $t_{2g}^3e_g^2$ | 0 |

The value for $N=5$ appears twice because it closes one half shell and opens the next.

The maxima follow from the change in $S_0$ per added electron. At fixed $\Delta$ this is $+0.4\Delta$ for an electron entering $t_{2g}$ and $-0.6\Delta$ for one entering $e_g$. It changes from positive to negative when the triplet has just received one electron per orbital in the current half shell, which happens at $N=3$ and again at $N=5+3=8$. Both peaks have the height $3\times0.4\Delta=1.2\Delta$, because the filled first half shell contributes nothing to the second.

If $\Delta$ varies with $N$, the peak at $d^3$ survives as long as $1.2\Delta_3$ exceeds both $0.8\Delta_2$ and $0.6\Delta_4$:

$$\Delta_2<1.5\,\Delta_3,\qquad \Delta_4<2\,\Delta_3 .$$

The same conditions hold for $d^7$, $d^8$ and $d^9$. The positions of the maxima thus tolerate a considerable spread in $\Delta$, whereas the equality of their heights requires $\Delta_3=\Delta_8$.

The order of the levels is essential. In a tetrahedral field the pair lies below the triplet. With shifts $-0.6\Delta$ for the pair and $+0.4\Delta$ for the triplet, the same counting gives $0.6,\,1.2,\,0.8,\,0.4,\,0$ times $\Delta$ for $N=1$ to $5$. The one-electron maxima then lie at $d^2$ and $d^7$, where the lower pair is half filled or has just received its second such set.

### (c) Repulsion between the d electrons

Now let $H=H_{\rm rep}+H_{\rm cub}$, within the d shell and with the same $B$ and $C$ whether the field is on or off. By definition, $S$ is the lowest maximum-spin energy of $H_{\rm rep}$ minus that of $H$.

**The two half shells remain equivalent.** Take the component with the largest spin projection. For $N>5$ its five spin-up electrons fill all five orbitals and cannot rearrange. Their density is spherical, and they have no exchange with spin-down electrons, so they repel a spin-down electron equally in every d orbital. They add a constant that does not depend on the cubic field. Therefore $S(N+5)=S(N)$ for $N=0$ to $5$, and it is enough to study parallel spins.

**Repulsion cannot increase $S$.** In any state, the mean of $H_{\rm rep}$ is at least its own minimum, and the mean of $H_{\rm cub}$ is at least $-S_0$. The minimum of the sum is therefore at least the sum of the minima, which gives

$$S(N)\le S_0(N).$$

Equality holds when one state minimises both parts.

- For $N=0$ and $5$ there is a single state, with zero cubic energy.
- For $N=1$ there is no repulsion.
- For $N=4$ there is one hole in a spherical half shell. The hole behaves like a single particle with $l=2$, so its five states form one D term with a single repulsion energy, and the field selects the best state at no cost.
- For $N=3$ an argument is needed.

Three parallel electrons in five orbitals have ten states. The possible sums of their $m$ values are $\pm3$ and $\pm2$ once each, and $\pm1$ and $0$ twice each. These make one F term ($L=3$) and one P term ($L=1$). The F term is lower; the P–F separation is $15B$ with $B>0$.

The state that minimises the cubic energy is $t_{2g}^3$. There is only one such state, so every rotation of the octahedron returns it to itself, up to a sign. The three states of a P term rotate like the components of a vector, and no vector direction is preserved by all these rotations. Hence $t_{2g}^3$ has no P component. It lies wholly in the F term and minimises the repulsion as well, so $S(3)=S(8)=1.2\Delta$ at any $B>0$. Because $S(2)\le0.8\Delta$ and $S(4)=0.6\Delta$, both maxima survive.

**The exceptions are $d^2$ and $d^7$.** Two parallel electrons also form one F and one P term. Under the rotations of the octahedron, F divides into $A_2+T_1+T_2$, and P becomes $T_1$, the type that rotates like a vector. There are thus two $T_1$ sets. One belongs to $t_{2g}^2$, whose antisymmetric pairs rotate like a vector product, and has cubic energy $-0.8\Delta$. The configuration $e_g^2$ has a single state, so the other $T_1$ set must belong to $t_{2g}e_g$, with energy $(-0.4+0.6)\Delta=0.2\Delta$.

In the basis (F, P) the cubic field has a $2\times2$ matrix for each component of $T_1$. Its P–P element is zero, because two $L=1$ states can be connected by operators of rank at most 2 and the cubic field has rank 4. The eigenvalues $-0.8\Delta$ and $0.2\Delta$ then fix the rest. Their sum gives the F–F element, $-0.6\Delta$. Their product, $-0.16\Delta^2$, equals minus the square of the off-diagonal element, which is therefore $0.4\Delta$ with a suitable choice of phase. Measuring repulsion from the F term,

$$H_{T_1}=\begin{pmatrix}-0.6\Delta&0.4\Delta\\0.4\Delta&15B\end{pmatrix}.$$

The remaining sets, $A_2$ from $e_g^2$ and $T_2$ from $t_{2g}e_g$, occur once each. They lie wholly in the F term, at the positive energies $1.2\Delta$ and $0.2\Delta$. The determinant of the matrix is negative, so its lower eigenvalue is negative and is the lowest level. Minus this eigenvalue is the stabilisation:

$$\boxed{S(2)=S(7)=\sqrt{\left(\frac{15B+0.6\Delta}{2}\right)^2+(0.4\Delta)^2}-\frac{15B-0.6\Delta}{2}}$$

For $\Delta\ll B$ this becomes $0.6\Delta+0.16\Delta^2/(15B)$: the field acts on a nearly pure F term. For $\Delta\gg B$, the eigenvector at $-0.8\Delta$ has a P weight of $1/5$, so repulsion costs $15B/5$ and $S\approx0.8\Delta-3B$. Between these limits $S$ lies between $0.6\Delta$ and $0.8\Delta$. The entry $0.8\Delta$ in the counting table is thus an upper bound for a real $d^2$ or $d^7$ ion in this model.

### (d) Numbers and limits

The given parameters are rough values for nickel(II) surrounded by six oxygen atoms. They are imposed on all eleven configurations to isolate the effect of $N$. The peak value is

$$S(3)=S(8)=1.2\times1.10\ \text{eV}=1.32\ \text{eV}\quad(127\ \text{kJ/mol}).$$

For $d^2$ and $d^7$, $15B=1.65$ eV, $0.6\Delta=0.66$ eV and $0.4\Delta=0.44$ eV, so

$$S=\sqrt{1.155^2+0.44^2}-0.495=0.74\ \text{eV}=0.67\,\Delta,$$

compared with 0.88 eV from counting alone.

To include spin–orbit coupling, $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ was added with a rough nickel value, $\zeta=0.08$ eV, for every $N$. The Hamiltonian was diagonalised numerically in all states of the d shell. Since spin is then no longer conserved, $S_{\rm so}$ is the lowest level of all without the cubic field minus the lowest with it, the coupling being present in both.

| $N$ | $S_0$ (eV) | $S$ (eV) | $S_{\rm so}$ (eV) |
|---|---|---|---|
| 0 | 0.00 | 0.00 | 0.00 |
| 1 | 0.44 | 0.44 | 0.37 |
| 2 | 0.88 | 0.74 | 0.65 |
| 3 | 1.32 | 1.32 | 1.16 |
| 4 | 0.66 | 0.66 | 0.55 |
| 5 | 0.00 | 0.00 | 0.00 |
| 6 | 0.44 | 0.44 | 0.42 |
| 7 | 0.88 | 0.74 | 0.71 |
| 8 | 1.32 | 1.32 | 1.21 |
| 9 | 0.66 | 0.66 | 0.59 |
| 10 | 0.00 | 0.00 | 0.00 |

The maxima stay in place, but their heights now differ. Most of this comes from the free ion used as reference. To first order, its lowest level drops by $2\zeta=0.16$ eV for $d^3$ ($L=3$, $S=J=\tfrac32$) and by $1.5\zeta=0.12$ eV for $d^8$ ($L=3$, $S=1$, $J=4$). In the octahedron the ground state is an orbital singlet, whose mean orbital angular momentum is zero, and it gains nothing in that order. The estimates $1.32-0.16=1.16$ eV and $1.32-0.12=1.20$ eV are close to the computed values. Which peak is higher depends on using one $\zeta$ for both: with $\zeta\approx0.034$ eV, typical of chromium(III), the $d^3$ value is 1.25 eV and lies above the $d^8$ value.

**High spin.** With $B$ and $C$ fixed, the same kind of diagonalisation without spin–orbit coupling shows up to which $\Delta$ the ground state keeps maximum spin: 2.97 eV for $d^4$, 3.15 eV for $d^5$, 2.10 eV for $d^6$ and 2.35 eV for $d^7$. The example lies below all four. The limits fall with the repulsion parameters, to 2.34, 2.47, 1.66 and 1.84 eV for $B=0.08$ eV and $C=0.40$ eV, and the larger splittings of trivalent ions can exceed them: cobalt(III) tris(acetylacetonate), a $d^6$ chelate, is low spin. Beyond these limits electrons pair in $t_{2g}$, and the high-spin table no longer describes the ground state.

**Distortion.** Let the octahedron be elongated along $z$, so that $d_{z^2}$ falls and $d_{x^2-y^2}$ rises by $\delta/2$ each, with the mean $e_g$ energy and the $t_{2g}$ levels held fixed. For $d^3$ the pair is empty, and for $d^8$ both its members hold one electron, so $S$ does not change. For $d^4$ and $d^9$ the lower member holds one electron more than the upper, and $S$ rises by $\delta/2$. With $\delta=1.0$ eV, a rough size for strongly elongated copper(II),

$$S(4)=S(9)=0.66+0.50=1.16\ \text{eV}.$$

This is the largest correction considered here, but it counts orbital energy only. If $\delta$ grows linearly with the elongation $q$, $\delta=gq$, and the bonds resist with an energy $\tfrac12Kq^2$, the minimum of $\tfrac12Kq^2-\tfrac12gq$ lies at $Kq=g/2$, where the strain costs $\delta/4$ and the net gain is $\delta/4$, or 0.25 eV. In orbital energy alone the $d^9$ value would reach that of $d^8$ at $\delta=2(1.32-0.66)=1.32$ eV, or $1.2\Delta$. A real elongation also splits the $t_{2g}$ levels. At fixed mean this leaves $d^3$, $d^4$, $d^8$ and $d^9$ unchanged to first order, since their triplet is evenly filled, but it changes $d^1$, $d^2$, $d^6$ and $d^7$.

**Real precursors.** Solid nickel(II) acetylacetonate consists of trimers in which each nickel has six oxygen neighbours, so the $d^8$ entry is a reasonable first estimate of its ligand-field term. Chromium(III) tris(acetylacetonate), a $d^3$ chelate, has a splitting roughly twice as large, and its $S$ is larger in proportion; the equal peaks belong to the comparison at equal $\Delta$. Copper(II) bis(acetylacetonate) is square planar, which takes it outside the octahedral table. The trigonal distortion caused by chelate rings has not been estimated. At a rough source temperature of 450 K, $kT$ is 0.04 eV, small beside the energy $\Delta=1.10$ eV that separates the $d^8$ ground level from the next triplet level in the octahedron. Finally, $S$ is one part of the energy of a complex. It omits the spherical attraction, the bonding and strain of the ligands and the packing of the solid, so a maximum in $S$ does not by itself predict the most stable or the least volatile precursor.
